# Bounding a Dopant's Interstitial Fraction from Retarded Diffusion during Interstitial Injection

## Definitions and conventions

A substitutional dopant of concentration $C(x,t)$ diffuses along the depth $x$ in a semiconductor. It can move as a pair with a self-interstitial, as a pair with a vacancy, or by direct exchange with lattice atoms. Let $C_I$ and $C_V$ be the concentrations of free interstitials and vacancies, and let a star mark equilibrium at the same temperature and Fermi level. Define

$$s=\frac{C_I}{C_I^*},\qquad v=\frac{C_V}{C_V^*}.$$

Interstitial injection, as under a growing oxide, means $s\ge 1$. The reaction $I+V\rightleftharpoons 0$ in local equilibrium obeys mass action, $C_IC_V=C_I^*C_V^*$, so

$$sv=1 .$$

Let $D^*$ be the dopant diffusivity at defect equilibrium. Its interstitial, vacancy and exchange shares are $f$, $g$ and $e$, all non-negative, with $f+g+e=1$. The measured quantity is $r=D/D^*$, from an injecting run and an inert run at equal temperature, time and Fermi level. The claim is that $r<1$ under injection implies

$$f\le F(r)\equiv\frac{1-\sqrt{1-r^2}}{2}.$$

This is an upper bound on $f$, not a determination of it. Lengths are in nm and times in s, with diffusivities converted to cm²/s where useful.

## How the diffusivity follows the defects

Let $P_I$ and $P_V$ be the concentrations of mobile pairs. Assume that pairing is fast compared with the anneal, and that a pair travels only a short distance compared with the marker width before it breaks up. Assume also that pairs are a small minority, so that $C$ is nearly the substitutional concentration. Mass action for pairing then gives

$$P_I=K_I\,C\,s,\qquad P_V=K_V\,C\,v,$$

where the constants $K_I,K_V$ contain the equilibrium defect concentrations. With pair diffusivities $d_I,d_V$ and exchange diffusivity $d_e$, all uniform, pairing reactions cancel from the balance of total dopant:

$$\frac{\partial C}{\partial t}=\frac{\partial^2}{\partial x^2}\left(d_IP_I+d_VP_V+d_eC\right)
=\frac{\partial^2}{\partial x^2}\left[(d_IK_Is+d_VK_Vv+d_e)C\right].$$

At $s=v=1$ the round bracket is $D^*=d_IK_I+d_VK_V+d_e$. The shares are therefore $f=d_IK_I/D^*$, $g=d_VK_V/D^*$ and $e=d_e/D^*$, and

$$\frac{D}{D^*}=fs+gv+e,\qquad J=-\frac{\partial(DC)}{\partial x}.$$

The diffusivity stands inside the derivative because what diffuses is the pair, whose concentration follows both $C$ and the defect field.

## Simplest case: a pure vacancy diffuser

Take $f=e=0$, so $g=1$. Local equilibrium gives $r=v=1/s$. Injected interstitials remove vacancies by recombination, and the dopant slows in proportion. Any $r$ between zero and one can occur, and $1/r$ is then the supersaturation itself.

A small interstitial share changes the limit of strong injection. The term $fs$ grows without limit as $s$ rises, so the diffusivity passes through a minimum and recovers. A dopant with appreciable $f$ cannot be slowed very far, and this is the origin of the bound.

## Two mechanisms and uniform injection

Let $e=0$, $g=1-f$ and $v=1/s$. Then

$$r=fs+\frac{1-f}{s}.$$

The square of a real number is non-negative, so

$$0\le\left(\sqrt{fs}-\sqrt{\frac{1-f}{s}}\right)^2
=fs+\frac{1-f}{s}-2\sqrt{f(1-f)},$$

which gives

$$r\ge 2\sqrt{f(1-f)} .$$

Both sides are non-negative. Squaring gives $4f(1-f)\le r^2$, and since $4f(1-f)=1-(1-2f)^2$,

$$(1-2f)^2\ge 1-r^2 .$$

For $r<1$ this leaves two possibilities:

$$f\le\frac{1-\sqrt{1-r^2}}2\qquad\text{or}\qquad f\ge\frac{1+\sqrt{1-r^2}}2 .$$

The sign of the injection chooses between them. Subtract $1=f+(1-f)$ from $r$:

$$r-1=f(s-1)+(1-f)\frac{1-s}{s}
=(s-1)\left[f-\frac{1-f}{s}\right].$$

Since $r<1$, $s$ cannot equal one. With $s>1$ the bracket must be negative, so $fs<1-f$. Hence $f<1-f$, or $f<1/2$. The upper branch is excluded and $f\le F(r)$ follows.

The sign information is needed. For $f=0.97$ and $s=0.2$, which is vacancy injection, $r=0.194+0.150=0.344$. The dopant is retarded although it is almost wholly an interstitial diffuser. Exchanging the labels $I$ and $V$ shows that retardation under vacancy injection bounds the vacancy fraction instead.

### Sharpness and limits

Equality requires $fs=(1-f)/s$, or $s^2=(1-f)/f$. Put $R=\sqrt{1-r^2}$ and $f=(1-R)/2$. Then

$$s^2=\frac{1+R}{1-R}=\frac{(1+R)^2}{1-R^2}=\frac{(1+R)^2}{r^2},
\qquad s=\frac{1+\sqrt{1-r^2}}r .$$

This is larger than one for $r<1$, so it is a permitted state of injection. No smaller bound can follow from $r$ alone when $e=0$. As a test, a numerical search over $s\ge1$ found the largest admissible $f$ for $r=0.1$, $0.35$, $0.6$ and $0.9$. It agreed with $F(r)$ to within $10^{-6}$ in each case.

For small $r$, $\sqrt{1-r^2}\simeq1-r^2/2$, so $F\simeq r^2/4$. Strong retardation is therefore a sensitive indicator: halving a small $r$ reduces the bound about fourfold. As $r\to1$, $F\to1/2$, but only as a square root, $F\simeq\tfrac12-\sqrt{(1-r)/2}$: $r=0.9$ still gives $f\le0.282$, and $r=0.99$ gives $f\le0.429$. For $r\ge1$ the inequality $4f(1-f)\le r^2$ holds for every $f$ and gives no bound.

The same data limit the injection. Since $s\ge1/s$,

$$r=fs+\frac{1-f}{s}\ge\frac{f+1-f}{s}=\frac1s,$$

so $s\ge1/r$, with equality for $f=0$. If $f$ is known and positive, multiplying the equation for $r$ by $s$ gives $fs^2-rs+1-f=0$, whose roots are

$$s=\frac{r\pm\sqrt{r^2-4f(1-f)}}{2f}.$$

One value of $r$ can thus belong to two supersaturations, one on each side of the diffusivity minimum.

## What a broadened profile measures

The supersaturation varies with depth and time, whereas an experiment often gives one $r$ from profile widths. Normalize $\int C\,dx=1$, and let $\langle q\rangle_C=\int qC\,dx$. For a buried profile that vanishes at the boundaries, one integration by parts gives

$$\frac{d\langle x\rangle_C}{dt}=\int x\,\frac{\partial^2(DC)}{\partial x^2}\,dx
=-\int\frac{\partial(DC)}{\partial x}\,dx=0 .$$

Two integrations by parts give

$$\frac{d\langle x^2\rangle_C}{dt}=\int x^2\frac{\partial^2(DC)}{\partial x^2}\,dx
=2\int DC\,dx .$$

The mean depth is fixed, so the variance $\sigma^2$ grows at the rate $2\langle D\rangle_C$. In the inert run it grows by $2D^*T$ in a time $T$. If $\sigma_0$, $\sigma_{\rm in}$ and $\sigma_{\rm ox}$ are the initial, inert and oxidized standard deviations,

$$r=\frac{\sigma_{\rm ox}^2-\sigma_0^2}{\sigma_{\rm in}^2-\sigma_0^2}
=f\langle s\rangle+g\langle v\rangle+e,$$

where $\langle\cdot\rangle$ now averages over the dopant profile of the injecting run and over time. Both averages use the same non-negative weight, whose total is one.

The averages of $s$ and $v$ need not be reciprocals. The Cauchy–Schwarz inequality nevertheless gives

$$\langle s\rangle\langle v\rangle\ge\langle\sqrt{sv}\rangle^2\ge1
\qquad\text{if } sv\ge1\text{ everywhere}.$$

Local equilibrium is the case $sv=1$. A product above one, left by incomplete recombination, also satisfies the condition.

### A test with explicit pairs

The variance rule was tested on a model that follows the immobile dopant and the two pair species separately, without assuming the flux law for $C$. The marker started at 300 nm depth with a standard deviation of 30 nm. The field was $s(x)=1+9\exp(-x/300\,\mathrm{nm})$ with $v=1/s$, and the dopant had $f=0.03$ and $e=0$. The anneal lasted 7200 s, with the $D^*$ of the example below.

The ratio of variance growths was $r=0.3555$, and the profile-averaged diffusivity gave the same four digits. The averages were $\langle s\rangle=4.331$ and $\langle v\rangle=0.2326$, with product 1.0072. The excess over one comes from the variation of $s$ across the marker, and its small size shows that this variation matters little here. The bound from this $r$ is 0.0327, just above the true 0.03, because the injection lies near the diffusivity minimum.

## Adding direct exchange

An exchange contribution does not respond to the defects. It must be shown that it cannot hide a larger $f$. Write $a=\langle s\rangle\ge1$. Since $\langle v\rangle\ge1/a$,

$$r\ge fa+\frac ga+e .$$

The inequality between arithmetic and geometric means gives $fa+g/a\ge2\sqrt{fg}$. With $e=1-f-g$,

$$r\ge1-f-g+2\sqrt{fg}=1-(\sqrt g-\sqrt f)^2,$$

so

$$(\sqrt g-\sqrt f)^2\ge1-r .$$

To fix the sign of the root, subtract $1=f+g+e$ from the lower bound on $r$:

$$r-1\ge f(a-1)+g\left(\frac1a-1\right)=(a-1)\left(f-\frac ga\right).$$

As $r<1$, the right side must be negative. Hence $a>1$ and $f<g/a<g$, and the positive root is the right one:

$$\sqrt g-\sqrt f\ge\sqrt{1-r}.$$

Since $g\le1-f$, replacing $g$ by $1-f$ cannot reduce the left side. Therefore

$$\sqrt{1-f}-\sqrt f\ge\sqrt{1-r}.$$

Both sides are positive. Squaring gives $1-2\sqrt{f(1-f)}\ge1-r$, or $r\ge2\sqrt{f(1-f)}$. Also $f<g\le1-f$ gives $f<1/2$. This is the two-mechanism problem on its lower branch, and $f\le F(r)$ again.

This general form was tested on 20,000 random sets of shares, weights and defect fields with $sv\ge1$. More than 1000 of them had $\langle s\rangle\ge1$ and $r<1$, and each of these satisfied the bound.

## Slow recombination

Suppose next that recombination takes time. Let $s$ be uniform across the marker, and neglect vacancy transport and other vacancy sources or sinks. With rate constant $k$,

$$\frac{dC_V}{dt}=k(C_I^*C_V^*-C_IC_V).$$

Division by $C_V^*$ gives

$$\tau\frac{dv}{dt}=1-sv,\qquad \tau=\frac1{kC_I^*}.$$

Start at equilibrium, $v(0)=1$, and keep $s\ge1$. At $v=1$ the right side is $1-s\le0$, so $v$ cannot rise above one. At $v=0$ it is positive, so $v$ stays positive. Division by $v$ is allowed and gives

$$s=\frac1v-\tau\frac{d\ln v}{dt}.$$

Average over the complete run, $0<t<T$:

$$\langle s\rangle=\left\langle\frac1v\right\rangle-\frac{\tau}{T}\ln v(T)
\ge\left\langle\frac1v\right\rangle,$$

because $v(T)\le1$. Multiply by $\langle v\rangle$ and apply Cauchy–Schwarz:

$$\langle s\rangle\langle v\rangle\ge
\left\langle\frac1v\right\rangle\langle v\rangle\ge1 .$$

The bound therefore survives for any $\tau$ in this model, even though $sv$ may fall below one for part of the run. For $\tau\to0$ local equilibrium returns. For $\tau\to\infty$ the vacancies do not respond, $v\to1$, and $r\to f\langle s\rangle+g+e\ge1$, so no retardation appears.

The start at equilibrium matters: the same argument holds for any window that begins at $t=0$, but not for one that begins later. For a window from $t_1$ to $t_2$ the last term becomes $-\tau\ln[v(t_2)/v(t_1)]/(t_2-t_1)$. It is negative if vacancies are recovering, and the argument fails.

Both statements were tested with the pulse $s(t)=1+8\exp[-(t/0.4)^8]$, with time in units of the run length, and $\tau=0.02$, 0.1, 0.5 and 3. The product $sv$ fell as low as 0.276, yet $\langle s\rangle\langle v\rangle\ge1$ held for each complete run. For $\tau=0.5$, the window from 0.6 to 0.8 gave a different result. A dopant with $f=0.3$ showed $r=0.659$, from which the formula would infer $f\le0.124$. That inference is false: the injection has ended, but the vacancy deficit it left has not.

## A vacancy sink that lowers the product

A trap that captures vacancies without releasing them can hold them below their local equilibrium with interstitials. A sink that exchanges vacancies and drives $v$ towards one acts the other way: under injection $v<1$, so it emits vacancies and raises $sv$. Let $sv\ge p$ with $0<p\le1$, and keep $a=\langle s\rangle\ge1$. Cauchy–Schwarz now gives $\langle v\rangle\ge p/a$. Since $p/a\le1$, the exchange share obeys $e\ge ep/a$. With $g+e=1-f$ this gives

$$r\ge fa+\frac{(1-f)p}{a}\ge2\sqrt{pf(1-f)} .$$

Hence $4f(1-f)\le r^2/p$. Suppose $f\ge1/2$. The derivative of the middle expression with respect to $a$ is $f-(1-f)p/a^2$, which is non-negative for $a\ge1$. Its least value is then at $a=1$:

$$r\ge f+(1-f)p=p+f(1-p)\ge\frac{1+p}{2}\ge\sqrt p .$$

This contradicts $r^2<p$. Under that condition $f$ is on the lower branch, and

$$f\le\frac{1-\sqrt{1-r^2/p}}2=F\left(\frac r{\sqrt p}\right).$$

For $p=1$ the earlier result returns. As $r^2\to p$ this formula rises to $1/2$, but for $p<1$ it is no longer sharp there. For $f>p/(1+p)$ the least value over $a\ge1$ lies at $a=1$, so $r\ge p+f(1-p)$. Hence for $2p/(1+p)\le r<1$ the limit is $f\le(r-p)/(1-p)$, which equals $\sqrt p/(1+\sqrt p)$ at $r^2=p$ and exceeds $1/2$ once $r>(1+p)/2$.

## Worked example: a buried antimony marker in silicon

Two samples are annealed for 7200 s at 1273 K, one inert and one in dry oxygen. The round model widths are $\sigma_0=30$ nm, $\sigma_{\rm in}=45$ nm and $\sigma_{\rm ox}=36$ nm. They are chosen inputs, not measurements. The variance growths are

$$45^2-30^2=1125\ \mathrm{nm^2},\qquad 36^2-30^2=396\ \mathrm{nm^2}.$$

The equilibrium diffusivity is

$$D^*=\frac{1125\ \mathrm{nm^2}}{2(7200\ \mathrm s)}=0.0781\ \mathrm{nm^2/s}
=7.81\times10^{-16}\ \mathrm{cm^2/s}.$$

The ratio and the ideal bound are

$$r=\frac{396}{1125}=0.352,\qquad
f\le\frac{1-\sqrt{1-0.352^2}}2=0.032 .$$

At most about 3% of the equilibrium diffusivity can be due to interstitials. With $a=\langle s\rangle\ge1$, the general inequality gives $r\ge fa+g/a+e\ge(f+g+e)/a=1/a$, so the average supersaturation must be at least $1/0.352=2.84$. For uniform injection with $e=0$, the bound is reached at $s=5.50$. A trial value $f=0.02$ fits the same $r$ at $s=3.47$ or $s=14.13$, so $r$ alone does not fix the injection level.

### Errors in the inputs

Shift each width by 1 nm in the unfavourable direction, to 29, 44 and 37 nm. Then $r=528/1095=0.482$ and the bound becomes 0.062. The bound nearly doubles: the differences of squares magnify the width errors and raise $r$ by 37%, and the bound grows roughly as $r^2$.

If the oxidized sample was 5 K cooler, part of the retardation is thermal. For a rough activation energy of 4 eV and $k_BT=0.1097$ eV, the correction multiplies $r$ by

$$\exp\left(\frac{4\times5}{0.1097\times1273}\right)=1.154 .$$

Doping also acts on $r$. A dose of $10^{13}$ cm⁻² gives an initial peak of $1.33\times10^{18}$ cm⁻³, against a rough intrinsic density $n_i=10^{19}$ cm⁻³. Let $\nu=n/n_i$. Charge neutrality for a donor reads $\nu-1/\nu=C/n_i$, so $\nu=1.069$ at the peak. If diffusion is by neutral pairs of a donor ion and a singly negative vacancy, the pair concentration is proportional to $C\nu$. For uniform defect fields the flux is then multiplied by

$$E=\frac{d(C\nu)}{dC},$$

which is 1.140 at the initial peak and tends to one in the dilute tails. For a symmetric single-peaked profile, the variance growth is raised by a factor between 1 and 1.140. The variance rule, with $DC$ replaced by $DC\nu$, gives the tighter limit 1.069, the peak value of $\nu$; the looser 1.140 is kept for caution. If the inert growth is given this full factor and the oxidized growth none, the dilute-limit $r$ is at most 1.140 times the measured one.

### Errors in the defect balance

A 20% deficit in the defect product, $p=0.8$, raises the ideal bound from 0.032 to 0.040. Combining it with the three factors above gives

$$r=0.482\times1.154\times1.140=0.634,\qquad
f\le\frac{1-\sqrt{1-0.634^2/0.8}}2=0.147 .$$

This cautious bound holds with or without direct exchange. It still excludes a dominant interstitial mechanism within the stated errors, but it is between four and five times the ideal bound.

The recombination time can be estimated from diffusion-limited capture, $k=4\pi\rho(D_I+D_V)$, with capture radius $\rho=0.5$ nm. The vacancy diffusivity $D_V$ is dropped below, so the time found is an upper limit and the barrier derived from it a lower limit. Assigning a rough self-diffusivity of $10^{-16}$ cm²/s wholly to interstitials, with $5\times10^{22}$ sites per cm³, gives $D_IC_I^*\simeq5\times10^6$ cm⁻¹s⁻¹ and

$$\tau=\frac1{4\pi\rho D_IC_I^*}\simeq0.32\ \mathrm s .$$

This is short beside 7200 s. A recombination barrier $B$ multiplies $\tau$ by $\exp(B/k_BT)$, and $B=1.10$ eV would make it equal to the anneal time. Local equilibrium thus needs the barrier to be well below that value. The complete-run argument removes this requirement within its own assumptions. A short $\tau$ is not sufficient, however. In steady state with uniform $s$, $D_V\,\partial^2v/\partial x^2=(sv-1)/\tau$, so a value of $v$ imposed at the surface relaxes to $1/s$ only over the length $\sqrt{D_V\tau/s}$. For $\tau=0.32$ s and $s=4$ this length exceeds the 456 nm depth used below once $D_V$ is above about $3\times10^{-8}$ cm²/s. The surface then helps to set $sv$ at the marker even without a barrier. A surface that holds $v$ above $1/s$ gives $sv>1$ and the bound stands, while one that holds $v$ below $1/s$ gives $p<1$, possibly below 0.8.

For loss of dopant the surface is far away. For a marker 500 nm deep, a 100 nm oxide consumes about 44 nm of silicon and leaves 456 nm. A Gaussian of width 45 nm has a fraction of about $2\times10^{-24}$ beyond that surface, so neglecting boundary loss is justified here.

### Beside the real case

Antimony in silicon is known to diffuse mainly through vacancies, and its diffusion is retarded when dry oxidation injects interstitials. The example is set in that regime. The antimony ratio alone cannot decide between the roots $s=3.47$ and $s=14.13$ found for $f=0.02$. A second marker at the same depth that diffuses almost wholly through interstitials would have $r\simeq\langle s\rangle$ and could separate them. Real wafers may contain defects or interfaces that trap vacancies without releasing them, which can lower $sv$ below one. Vacancy transport to or from the surface, neglected in the derivation, can also shift the product away from one whenever the length $\sqrt{D_V\tau/s}$ is not small beside the marker depth, which can happen even for barrierless recombination. The case $p=0.8$ shows the effect of a modest deficit, but the actual $p$ must be established for the structure at hand. The conditions assumed here call for a dilute marker, deep enough for boundary loss to be negligible, followed from equilibrium through the complete anneal, with a matched inert sample. The computed values are collected in the numerical output.

## Numbers as computed

```
temperature = 1273 K, kT = 0.1097 eV
anneal time = 7200 s
initial width = 30 nm
inert width = 45 nm
oxidized width = 36 nm
variance growth, inert = 1125 nm^2
variance growth, oxidized = 396 nm^2
equilibrium diffusivity = 0.07812 nm^2/s
equilibrium diffusivity = 7.813e-16 cm^2/s
diffusivity ratio r = 0.3520
bound on interstitial fraction = 0.0320
least supersaturation 1/r = 2.841
supersaturation at the bound = 5.500
trial f = 0.02: s = 3.47 or 14.13
pair model: true f = 0.03, r = 0.3555
pair model: r from averaged D = 0.3555
pair model: bound on f = 0.0327
pair model: <s> = 4.331, <v> = 0.2326
pair model: <s><v> = 1.0072
slow recombination: lowest s*v = 0.276
late window: true f = 0.3, r = 0.659
late window: false bound = 0.124
width error = 1 nm: largest r = 0.4822
width error: bound on f = 0.0620
activation energy = 4.0 eV, mismatch = 5 K
temperature factor on r = 1.154
dose = 1.0e+13 cm^-2, peak = 1.33e+18 cm^-3
intrinsic density = 1.0e+19 cm^-3
electron density / intrinsic at peak = 1.0687
doping and field factor at peak = 1.140
defect product p = 0.8: bound = 0.0403
cautious r, three factors = 0.634
cautious bound on f, with p = 0.147
self-diffusivity = 1.0e-16 cm^2/s
site density = 5.0e+22 cm^-3
capture radius = 0.5 nm
barrierless recombination time = 0.318 s
barrier making it the anneal time = 1.10 eV
marker depth = 500 nm, oxide = 100 nm
silicon left above marker = 456 nm
dopant fraction beyond surface = 2.0e-24
```
